# Time to Saturation Coverage on a Shrinking Via Wall with Conserved Accelerator: test program

```python
"""
Result under test: time for the wall of a shrinking cylindrical via to reach
saturation coverage when its accelerator is conserved.

  t_s = (R0/v0) * {1 - th0 - kap*th0*log[(1 + kap*th0)/(th0*(1 + kap))]}

R0  initial radius            th0  initial coverage (fraction of saturation)
v0  growth speed at th = 0    v1   growth speed at th = 1
kap = (v1 - v0)/v0            growth speed is linear: v = v0 + (v1 - v0)*th
Lengths are in nm and times in s unless a name says otherwise.
"""
import numpy as np
from mpmath import mp, mpf
from scipy.constants import R as gas_constant, physical_constants
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

mp.dps = 40
faraday = physical_constants["Faraday constant"][0]


def time_to_coverage(th, R0, th0, v0, v1):
    """Closed formula for the time at which the coverage equals th."""
    th, R0, th0, v0, v1 = map(mpf, (th, R0, th0, v0, v1))
    kap = (v1 - v0) / v0
    log_term = mp.log((1 / th0 + kap) / (1 / th + kap))
    return float(th0 * R0 / v0 * (1 / th0 - 1 / th - kap * log_term))


def saturation_time(R0, th0, v0, v1):
    """Closed formula for the saturation time, as stated at the top."""
    R0, th0, v0, v1 = map(mpf, (R0, th0, v0, v1))
    kap = (v1 - v0) / v0
    log_term = mp.log((1 + kap * th0) / (th0 * (1 + kap)))
    return float(R0 / v0 * (1 - th0 - kap * th0 * log_term))


def integrated_time(R0, th0, v0, v1, target=1.0, loss=0.0, uptake=0.0):
    """Time to reach the target coverage by stepping radius and coverage.
    loss and uptake are first-order rate constants in 1/s."""
    def rates(t, y):
        radius, th = y
        v = v0 + (v1 - v0) * th
        return [-v, th * v / radius - loss * th + uptake * (1 - th)]

    def reached(t, y):
        return y[1] - target
    reached.terminal = True
    reached.direction = 1
    sol = solve_ivp(rates, (0, 1e5), [R0, th0], events=reached,
                    method="DOP853", rtol=1e-10, atol=1e-12)
    assert len(sol.t_events[0]) == 1
    return sol.t_events[0][0]


def marker_polygon(R0, th0, v0, v1, n=60):
    """Move a closed chain of markers along its normals. Each marker keeps its
    accelerator; coverage is amount divided by the local length of wall."""
    angle = 2 * np.pi * np.arange(n) / n
    start = R0 * np.exp(1j * angle)

    def local_length(z):
        step = np.abs(np.roll(z, -1) - z)
        return 0.5 * (step + np.roll(step, 1))
    amount = th0 * local_length(start)

    def rates(t, y):
        z = y[:n] + 1j * y[n:]
        tangent = np.roll(z, -1) - np.roll(z, 1)
        inward = 1j * tangent / np.abs(tangent)
        v = v0 + (v1 - v0) * amount / local_length(z)
        dz = v * inward
        return np.concatenate([dz.real, dz.imag])

    def saturated(t, y):
        z = y[:n] + 1j * y[n:]
        return np.mean(amount / local_length(z)) - 1
    saturated.terminal = True
    sol = solve_ivp(rates, (0, 1e4), np.concatenate([start.real, start.imag]),
                    events=saturated, rtol=1e-9, atol=1e-9)
    y = sol.y_events[0][0]
    return sol.t_events[0][0], np.mean(np.hypot(y[:n], y[n:]))


# ---- example inputs: rough typical values for a copper interconnect via ----
R0, depth, th0 = 100.0, 1000.0, 0.10
i_bare, i_sat = 1.0, 20.0                    # mA/cm2
molar_mass, density = 63.546, 8.96           # g/mol, g/cm3
ion_conc = 0.25                              # mol/L
diffusivity = 5e-6                           # cm2/s
surface_energy = 1.8                         # J/m2
transfer_coeff, temperature = 0.5, 298.15    # -, K

molar_volume = molar_mass / density          # cm3/mol
speed_per_current = 1e-3 * molar_volume / (2 * faraday) * 1e7
v0, v1 = i_bare * speed_per_current, i_sat * speed_per_current
kap = (v1 - v0) / v0
R_sat = th0 * R0


def wall_speed(radius):
    return v0 + (v1 - v0) * min(1.0, R_sat / radius)


t_s = saturation_time(R0, th0, v0, v1)

# ---- tests of the main result ----
t_markers, R_markers = marker_polygon(R0, th0, v0, v1)
assert abs(t_markers / t_s - 1) < 1e-5
assert abs(R_markers / R_sat - 1) < 1e-5

worst = 0.0
for case in [(R0, th0, v0, v1), (40, 0.02, 1.0, 3.0), (75, 0.5, 2.0, 2.5),
             (300, 0.25, 0.1, 9.0)]:
    worst = max(worst, abs(integrated_time(*case) / saturation_time(*case) - 1))
assert worst < 1e-7
for th in (0.2, 0.5):
    direct = integrated_time(R0, th0, v0, v1, target=th)
    assert abs(direct / time_to_coverage(th, R0, th0, v0, v1) - 1) < 1e-7

# limits: equal speeds, and a bare wall that does not grow
assert abs(integrated_time(R0, th0, v1, v1) / ((1 - th0) * R0 / v1) - 1) < 1e-7
t_no_bare = R0 * (1 - th0**2) / (2 * v1 * th0)
assert abs(integrated_time(R0, th0, 0.0, v1) / t_no_bare - 1) < 1e-7
assert abs(saturation_time(R0, th0, 1e-9, v1) / t_no_bare - 1) < 1e-6

# bounds, and closure after saturation
v_start = wall_speed(R0)
t_low, t_high = (1 - th0) * R0 / v1, (1 - th0) * R0 / v_start
assert t_low < t_markers < t_high
t_rest = R_sat / v1
t_close = quad(lambda r: 1 / wall_speed(r), 1e-12, R0, points=[R_sat])[0]
assert abs(t_close / (t_s + t_rest) - 1) < 1e-7

# ---- neglected effect: copper-ion depletion at the foot of the via ----
conc_volume = molar_volume * ion_conc * 1e-3     # dimensionless
diff_nm = diffusivity * 1e14                     # nm2/s
beta = v1 * depth / (conc_volume * diff_nm)


def phi_squared(radius):
    return 2 * wall_speed(radius) * depth**2 / (conc_volume * diff_nm * radius)


def foot_concentration(radius):
    phi = np.sqrt(phi_squared(radius))
    return 1 / (np.cosh(phi) + beta / phi * np.sinh(phi))


# finite-volume balance of ions along the pore, at the saturation radius
cells = 400
dx = depth / cells
link = diff_nm * np.pi * R_sat**2 / dx
sink = 2 * np.pi * R_sat * dx * v1 / conc_volume
balance = np.zeros((cells, cells))
source = np.zeros(cells)
for j in range(cells):
    balance[j, j] += sink
    if j > 0:
        balance[j, j] += link
        balance[j, j - 1] -= link
    if j < cells - 1:
        balance[j, j] += link
        balance[j, j + 1] -= link
balance[0, 0] += 2 * link
source[0] = 2 * link
balance[-1, -1] += np.pi * R_sat**2 * v1 / conc_volume
c_foot_numeric = np.linalg.solve(balance, source)[-1]
# tolerance: cell centre lies half a cell from the foot, second-order scheme
assert abs(c_foot_numeric / foot_concentration(R_sat) - 1) < 1e-3
t_depleted = quad(lambda r: 1 / (wall_speed(r) * foot_concentration(r)),
                  R_sat, R0)[0]

# ---- neglected effect: capillarity favours filling of a narrow hole ----
h = 1e-3
area_change = 2 * np.pi * ((R_sat - h) - (R_sat + h))
solid_change = np.pi * ((R_sat + h)**2 - (R_sat - h)**2)
assert abs(area_change / solid_change * R_sat + 1) < 1e-8


def capillary_shift_mV(radius):
    energy = surface_energy * molar_volume * 1e-6 / (radius * 1e-9)
    return 1e3 * energy / (2 * faraday)


def capillary_factor(radius):
    volts = 1e-3 * capillary_shift_mV(radius)
    return np.exp(transfer_coeff * faraday * volts / (gas_constant * temperature))


t_capillary = quad(lambda r: 1 / (wall_speed(r) * capillary_factor(r)),
                   R_sat, R0)[0]

# ---- neglected effect: rising bottom that sweeps up wall accelerator ----


def bottom_rates(t, y):
    radius, height, amount = y
    v_wall = wall_speed(radius)
    th_wall = min(1.0, R_sat / radius)
    th_bottom = min(1.0, amount / (np.pi * radius**2))
    v_bottom = v0 + (v1 - v0) * th_bottom
    return [-v_wall, v_bottom, 2 * np.pi * radius * th_wall * v_bottom]


bottom = solve_ivp(bottom_rates, (0, t_s), [R0, 0, np.pi * R0**2 * th0],
                   rtol=1e-9, atol=1e-9, max_step=0.2, dense_output=True)
r_mid, h_mid, n_mid = bottom.sol(0.3 * t_s)
assert abs(n_mid / (np.pi * R_sat * (R0 + 2 * h_mid)) - 1) < 1e-6
height = bottom.y[1, -1]
assert height < depth

# ---- neglected effects: burial and uptake that change t_s by 10 per cent ----
loss_10 = brentq(lambda k: integrated_time(R0, th0, v0, v1, loss=k)
                 - 1.1 * t_s, 0, 0.05, xtol=1e-9)
uptake_10 = brentq(lambda k: integrated_time(R0, th0, v0, v1, uptake=k)
                   - 0.9 * t_s, 0, 0.05, xtol=1e-9)

# ---- output ----
print(f"initial radius R0 = {R0:.0f} nm, via depth = {depth:.0f} nm")
print(f"initial coverage th0 = {th0:.2f}")
print(f"current density, bare / saturated = {i_bare:.0f} / {i_sat:.0f} mA/cm2")
print(f"copper molar mass = {molar_mass:.3f} g/mol")
print(f"copper density = {density:.2f} g/cm3")
print(f"copper molar volume = {molar_volume:.3f} cm3/mol")
print(f"bare speed v0 = {v0:.4f} nm/s")
print(f"saturated speed v1 = {v1:.4f} nm/s")
print(f"initial wall speed v(th0) = {v_start:.4f} nm/s")
print(f"kappa = {kap:.3f}")
print(f"logarithm in t_s = {np.log((1+kap*th0)/(th0*(1+kap))):.5f}")
print(f"brace in t_s = {t_s*v0/R0:.5f}")
print(f"radius at saturation = {R_sat:.2f} nm")
print(f"saturation time t_s, formula = {t_s:.3f} s = {t_s/60:.3f} min")
print(f"saturation time, moving markers = {t_markers:.3f} s")
print(f"radius at saturation, moving markers = {R_markers:.3f} nm")
print(f"largest relative gap, formula vs time stepping = {worst:.1e}")
for th in (0.2, 0.5):
    print(f"time to coverage {th:.1f} = "
          f"{time_to_coverage(th, R0, th0, v0, v1):.2f} s, "
          f"radius {R_sat/th:.1f} nm")
print(f"lower bound on t_s = {t_low:.2f} s")
print(f"upper bound on t_s (no accumulation) = {t_high:.2f} s")
print(f"t_s if bare wall did not grow (v0 = 0) = {t_no_bare:.2f} s")
print(f"further time to closure = {t_rest:.3f} s")
print(f"total closure time = {t_close:.2f} s")
for th in (0.05, 0.2, 0.4):
    print(f"t_s for th0 = {th:.2f}: {saturation_time(R0, th, v0, v1):.2f} s")
print(f"copper ion concentration = {ion_conc:.2f} mol/L")
print(f"copper ion diffusivity = {diffusivity:.1e} cm2/s")
print(f"phi^2 at start / saturation = {phi_squared(R0):.4f} / "
      f"{phi_squared(R_sat):.4f}")
print(f"beta = {beta:.5f}")
print(f"foot c/c0 at start = {foot_concentration(R0):.4f}")
print(f"foot c/c0 at saturation = {foot_concentration(R_sat):.4f}")
print(f"foot c/c0 at saturation, finite volumes = {c_foot_numeric:.4f}")
print(f"t_s at foot with depletion = {t_depleted:.2f} s "
      f"({100*(t_depleted/t_s-1):+.1f} %)")
print(f"surface energy = {surface_energy:.1f} J/m2")
print(f"transfer coefficient = {transfer_coeff:.1f}, T = {temperature:.2f} K")
print(f"capillary shift at saturation = {capillary_shift_mV(R_sat):.2f} mV")
print(f"capillary speed factor at saturation = {capillary_factor(R_sat):.3f}")
print(f"t_s with capillarity = {t_capillary:.2f} s "
      f"({100*(t_capillary/t_s-1):+.1f} %)")
print(f"height of risen bottom at t_s = {height:.0f} nm "
      f"({100*height/depth:.0f} % of depth)")
print(f"burial rate that lengthens t_s by 10 % = {loss_10:.2e} 1/s")
print(f"uptake rate that shortens t_s by 10 % = {uptake_10:.2e} 1/s")
print("every check passed")
```

Output:

```
initial radius R0 = 100 nm, via depth = 1000 nm
initial coverage th0 = 0.10
current density, bare / saturated = 1 / 20 mA/cm2
copper molar mass = 63.546 g/mol
copper density = 8.96 g/cm3
copper molar volume = 7.092 cm3/mol
bare speed v0 = 0.3675 nm/s
saturated speed v1 = 7.3505 nm/s
initial wall speed v(th0) = 1.0658 nm/s
kappa = 19.000
logarithm in t_s = 0.37156
brace in t_s = 0.19403
radius at saturation = 10.00 nm
saturation time t_s, formula = 52.793 s = 0.880 min
saturation time, moving markers = 52.793 s
radius at saturation, moving markers = 10.000 nm
largest relative gap, formula vs time stepping = 4.9e-11
time to coverage 0.2 = 38.21 s, radius 50.0 nm
time to coverage 0.5 = 50.81 s, radius 20.0 nm
lower bound on t_s = 12.24 s
upper bound on t_s (no accumulation) = 84.44 s
t_s if bare wall did not grow (v0 = 0) = 67.34 s
further time to closure = 1.360 s
total closure time = 54.15 s
t_s for th0 = 0.05: 85.86 s
t_s for th0 = 0.20: 29.16 s
t_s for th0 = 0.40: 13.70 s
copper ion concentration = 0.25 mol/L
copper ion diffusivity = 5.0e-06 cm2/s
phi^2 at start / saturation = 0.0240 / 1.6583
beta = 0.00829
foot c/c0 at start = 0.9800
foot c/c0 at saturation = 0.5099
foot c/c0 at saturation, finite volumes = 0.5099
t_s at foot with depletion = 55.92 s (+5.9 %)
surface energy = 1.8 J/m2
transfer coefficient = 0.5, T = 298.15 K
capillary shift at saturation = 6.62 mV
capillary speed factor at saturation = 1.137
t_s with capillarity = 51.51 s (-2.4 %)
height of risen bottom at t_s = 219 nm (22 % of depth)
burial rate that lengthens t_s by 10 % = 4.03e-03 1/s
uptake rate that shortens t_s by 10 % = 8.21e-04 1/s
every check passed
```
